# Phonon transmission between two harmonic chains with masses in ratio four: test program

```python
# Result under test: a chain of light atoms (mass m) joined to a chain of heavy
# atoms (mass 4m), every spring equal to K, transmits the energy fraction
#   T(x) = 4 A B / (A + B)^2,  A = sqrt(4 - x^2),  B = sqrt(1 - x^2),  0 < x < 1,
# where x = omega / omega_h and omega_h is the top of the heavy chain's band.
# T tends to 8/9 at low frequency and is zero for 1 <= x < 2.
# q1, q2: phase advance per atom in the light and heavy chain.
# r, t: reflected and transmitted displacement amplitudes.
# Tests use units K = m = 1, in which omega_h = 1 and omega = x.
import numpy as np
from scipy.constants import atomic_mass
from scipy.optimize import brentq

LIGHT, HEAVY = 1.0, 4.0


def spectrum(x):
    a, b = np.sqrt(4 - x**2), np.sqrt(1 - x**2)
    return 4 * a * b / (a + b)**2


def outgoing_factor(mass, omega):
    """Ratio u_(n+1)/u_n of the right-moving or right-decaying solution."""
    b = 1 - mass * omega**2 / 2
    if abs(b) < 1:
        return b + 1j * np.sqrt(1 - b**2)
    return b + np.sqrt(b**2 - 1) + 0j


def solve_interface(omega, mass_left=LIGHT, mass_right=HEAVY):
    """Newton's equations of the two interface atoms; power from a bond."""
    p = outgoing_factor(mass_left, omega)
    s = outgoing_factor(mass_right, omega)
    d_left = mass_left * omega**2 - 2
    d_right = mass_right * omega**2 - 2
    matrix = np.array([[d_left + p, s], [1, d_right * s + s**2]])
    r, t = np.linalg.solve(matrix, np.array([-(d_left + 1 / p), -1]))
    power_out = (np.conj(t * s) * t * s**2).imag
    return r, t, power_out / p.imag


def packet_transmission(omega, mass_left, mass_right):
    """Run a wave packet through a finite chain and count the energy."""
    width, distance, dt = 100.0, 600.0, 0.05
    q = 2 * np.arcsin(omega * np.sqrt(mass_left) / 2)
    speed = np.cos(q / 2) / np.sqrt(mass_left)
    duration = (distance + 5 * width) / speed
    n_left = 1300
    n_right = int(duration / np.sqrt(mass_right)) + 100
    site = np.arange(-n_left + 1, n_right + 1)
    mass = np.where(site <= 0, mass_left, mass_right)
    y = site + distance
    wave = np.exp(-y**2 / (2 * width**2) + 1j * q * y)
    u = wave.real.copy()
    v = ((-1j * omega + speed * y / width**2) * wave).real
    kick = dt / mass
    u += 0.5 * dt * v
    for _ in range(int(duration / dt)):
        stretch = u[1:] - u[:-1]
        v[:-1] += kick[:-1] * stretch
        v[1:] -= kick[1:] * stretch
        u += dt * v
    u -= 0.5 * dt * v
    kinetic = 0.5 * mass * v**2
    bond = 0.5 * np.diff(u)**2
    right = kinetic[n_left:].sum() + bond[n_left:].sum()
    return right / (kinetic.sum() + bond.sum())


# Spectrum, amplitudes and energy balance against the interface equations
grid = np.linspace(0.02, 0.99, 98)
direct = []
for x in grid:
    r, t, T = solve_interface(x)
    direct.append(T)
    q1, q2 = 2 * np.arcsin(x / 2), 2 * np.arcsin(x)
    denominator = np.exp(1j * q2) - np.exp(-1j * q1)
    assert abs(t - 2j * np.sin(q1) / denominator) < 1e-9
    assert abs(r - (np.exp(1j * q1) - np.exp(1j * q2)) / denominator) < 1e-9
    half_sum, half_diff = (q1 + q2) / 2, (q1 - q2) / 2
    assert abs(T - np.sin(q1) * np.sin(q2) / np.sin(half_sum)**2) < 1e-9
    assert abs(abs(r)**2 - (np.sin(half_diff) / np.sin(half_sum))**2) < 1e-9
    rho = np.tan(q2 / 2) / np.tan(q1 / 2)
    assert abs(T - 4 * rho / (1 + rho)**2) < 1e-9
    assert abs(T - spectrum(x)) < 1e-9
    assert abs(abs(r)**2 + T - 1) < 1e-9
    assert abs(solve_interface(x, HEAVY, LIGHT)[2] - T) < 1e-9
assert np.all(np.diff(direct) < 0)

# Total reflection where only the light chain carries waves
for x in np.linspace(1.05, 1.95, 19):
    r, t, T = solve_interface(x)
    assert abs(T) < 1e-12 and abs(abs(r) - 1) < 1e-10

# Acoustic limit, first correction, and behaviour at the cutoff
z1, z2 = np.sqrt(LIGHT), np.sqrt(HEAVY)
acoustic = 4 * z1 * z2 / (z1 + z2)**2
r_low, t_low, T_low = solve_interface(1e-3)
assert abs(acoustic - 8 / 9) < 1e-14
assert abs(T_low - acoustic) < 1e-6
slope = (acoustic - solve_interface(0.02)[2]) / 0.02**2
assert abs(slope - 1 / 9) < 1e-4
gap = 1e-6
edge_ratio = solve_interface(1 - gap)[2] / (4 * np.sqrt(2 * gap / 3))
assert abs(edge_ratio - 1) < 3e-3  # next term is of relative order sqrt(gap)

# Wave packets: finite spectral width and time step limit the agreement
packets = []
for x, left, right, name in [(0.3, LIGHT, HEAVY, "light side"),
                             (0.6, LIGHT, HEAVY, "light side"),
                             (0.9, LIGHT, HEAVY, "light side"),
                             (0.6, HEAVY, LIGHT, "heavy side"),
                             (1.2, LIGHT, HEAVY, "light side")]:
    measured = packet_transmission(x, left, right)
    expected = spectrum(x) if x < 1 else 0.0
    assert abs(measured - expected) < 2e-3
    packets.append((x, name, measured, expected))


def x_at_transmission(T):
    root = np.sqrt(1 - T)
    rho = (1 + root) / (1 - root)
    return np.sqrt((rho**2 - 4) / (rho**2 - 1))


levels = [0.99 * acoustic, 0.5]
for level in levels:
    found = brentq(lambda x: solve_interface(x)[2] - level, 0.01, 0.9999)
    assert abs(found - x_at_transmission(level)) < 1e-8

# Worked example with round model parameters
K, m_light_u, m_heavy_u = 20.0, 25.0, 100.0
f_light = np.sqrt(K / (m_light_u * atomic_mass)) / np.pi / 1e12
f_heavy = np.sqrt(K / (m_heavy_u * atomic_mass)) / np.pi / 1e12
print(f"spring constant K = {K:.1f} N/m")
print(f"light mass = {m_light_u:.1f} u, heavy mass = {m_heavy_u:.1f} u")
print(f"top of light band = {f_light:.4f} THz")
print(f"top of heavy band = {f_heavy:.4f} THz")
print(f"acoustic transmission from impedances = {acoustic:.6f}")
print(f"interface equations at x = 0.001: T = {T_low:.6f}")
print(f"  r = {r_low.real:.4f}, |t|^2 = {abs(t_low)**2:.4f}")
print(f"  flux factor T/|t|^2 = {T_low / abs(t_low)**2:.4f}")
print(f"(8/9 - T)/x^2 at x = 0.02: {slope:.5f}  (1/9 = {1 / 9:.5f})")
print(f"T / cutoff law at 1 - x = 1e-6: {edge_ratio:.5f}")
x = 0.6
r, t, T = solve_interface(x)
q1, q2 = 2 * np.arcsin(x / 2), 2 * np.arcsin(x)
print(f"evaluation at x = {x}: frequency = {x * f_heavy:.4f} THz")
print(f"  q1 = {q1:.5f} rad, q2 = {q2:.5f} rad")
print(f"  A = {np.sqrt(4 - x**2):.5f}, B = {np.sqrt(1 - x**2):.5f}")
print(f"  rho = {np.tan(q2 / 2) / np.tan(q1 / 2):.5f}")
print(f"  |t|^2 = {abs(t)**2:.5f}, sin q2/sin q1 = {np.sin(q2) / np.sin(q1):.5f}")
print(f"  T = {T:.5f}, R = {abs(r)**2:.5f}, sum = {T + abs(r)**2:.5f}")
print("table: x, frequency (THz), T from interface equations, T from formula")
for x in (0.1, 0.3, 0.5, 0.7, 0.9, 0.99):
    print(f"  {x:.2f}  {x * f_heavy:.4f}  {solve_interface(x)[2]:.5f}  {spectrum(x):.5f}")
print("wave packets: x, incident from, transmitted energy fraction, formula")
for x, name, measured, expected in packets:
    print(f"  {x:.1f}  {name}  {measured:.4f}  {expected:.4f}")
for level, name in zip(levels, ("1% below 8/9", "one half")):
    x = x_at_transmission(level)
    print(f"T = {level:.4f} ({name}): x = {x:.4f}, frequency = {x * f_heavy:.4f} THz")
print("checks complete")
```

It prints:

```
spring constant K = 20.0 N/m
light mass = 25.0 u, heavy mass = 100.0 u
top of light band = 6.9867 THz
top of heavy band = 3.4933 THz
acoustic transmission from impedances = 0.888889
interface equations at x = 0.001: T = 0.888889
  r = -0.3333, |t|^2 = 0.4444
  flux factor T/|t|^2 = 2.0000
(8/9 - T)/x^2 at x = 0.02: 0.11115  (1/9 = 0.11111)
T / cutoff law at 1 - x = 1e-6: 0.99837
evaluation at x = 0.6: frequency = 2.0960 THz
  q1 = 0.60939 rad, q2 = 1.28700 rad
  A = 1.90788, B = 0.80000
  rho = 2.38485
  |t|^2 = 0.49641, sin q2/sin q1 = 1.67726
  T = 0.83261, R = 0.16739, sum = 1.00000
table: x, frequency (THz), T from interface equations, T from formula
  0.10  0.3493  0.88777  0.88777
  0.30  1.0480  0.87810  0.87810
  0.50  1.7467  0.85410  0.85410
  0.70  2.4453  0.79926  0.79926
  0.90  3.1440  0.63076  0.63076
  0.99  3.4584  0.27778  0.27778
wave packets: x, incident from, transmitted energy fraction, formula
  0.3  light side  0.8781  0.8781
  0.6  light side  0.8325  0.8326
  0.9  light side  0.6303  0.6308
  0.6  heavy side  0.8326  0.8326
  1.2  light side  0.0000  0.0000
T = 0.8800 (1% below 8/9): x = 0.2741, frequency = 0.9575 THz
T = 0.5000 (one half): x = 0.9534, frequency = 3.3306 THz
checks complete
```
